# Layer-Resolved Charge in a Five-Layer Semiconductor on Metal: verification in Python

```python
"""Five semiconductor sheets on a metal: equilibrium charge and potential.

Result under test: the capacitor equations K phi = s(phi), with Fermi-Dirac
sheet charge s = donors + holes - electrons, have one solution; it satisfies
Gauss's law and gives every layer the electrochemical potential of the metal.
Symbols: phi = layer potential (V), metal phi = 0 and Fermi energy = 0;
s = charge in e/nm^2; caps = areal capacitances in e/(V nm^2);
Ec = BARRIER - phi = conduction edge in eV; KT = thermal energy in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, root
from scipy.special import expit, xlogy, xlog1py

N = 5
TEMP = 300.0
KT = sc.k * TEMP / sc.e
BARRIER, GAP, DONORS = -0.30, 1.50, 0.002
MASS_C, MASS_V, DEG = 0.5, 0.6, 4
EPS = np.array([2.0] + [6.0] * (N - 1))
DIST = np.array([0.50] + [0.65] * (N - 1))
E_OVER_EPS0 = sc.e / sc.epsilon_0 * 1e9           # V nm
HB2_M = sc.hbar**2 / (sc.m_e * sc.e) * 1e18       # eV nm^2
G_C = DEG * MASS_C / (2 * np.pi * HB2_M)          # 1/(eV nm^2)
G_V = DEG * MASS_V / (2 * np.pi * HB2_M)
CAPS = EPS / (E_OVER_EPS0 * DIST)
TO_MICRO = sc.e * 1e14 * 1e6   # e/nm^2 -> uC/cm2, e/(V nm^2) -> uF/cm2
TO_12 = 100.0                  # 1/nm^2 -> 1e12/cm2


def electrons(phi, kt=KT, barrier=BARRIER, scale=1.0):
    return scale * G_C * kt * np.logaddexp(0, -(barrier - phi) / kt)


def holes(phi, kt=KT, barrier=BARRIER, scale=1.0):
    return scale * G_V * kt * np.logaddexp(0, (barrier - phi - GAP) / kt)


def charge(phi, **kw):
    return DONORS + holes(phi, **kw) - electrons(phi, **kw)


K = np.diag(CAPS + np.append(CAPS[1:], 0.0))
K -= np.diag(CAPS[1:], 1) + np.diag(CAPS[1:], -1)


def quantum_cap(phi):
    ec = BARRIER - phi
    return G_C * expit(-ec / KT) + G_V * expit((ec - GAP) / KT)


def newton(start):
    phi = np.array(start, float)
    res = K @ phi - charge(phi)
    history = [(phi[0], np.linalg.norm(res), 0.0)]
    for _ in range(200):
        size = np.linalg.norm(res)
        if size < 1e-13:
            return phi, history
        step = np.linalg.solve(K + np.diag(quantum_cap(phi)), -res)
        frac = 1.0
        while True:
            trial = phi + frac * step
            new = K @ trial - charge(trial)
            if np.linalg.norm(new) <= (1 - 1e-4 * frac) * size:
                break
            frac /= 2
            assert frac > 1e-12, "line search failed"
        phi, res = trial, new
        history.append((phi[0], np.linalg.norm(res), frac))
    raise AssertionError("Newton iteration did not converge")


def march(top, law, caps):
    """Go from the top layer down to the metal with Gauss's law."""
    pot, disp, found = top, 0.0, []
    for i in range(N - 1, -1, -1):
        found.append(pot)
        disp -= law(i, pot)
        pot += disp / caps[i]
    return pot, np.array(found[::-1])


def shoot(law, caps=CAPS):
    top = brentq(lambda x: march(x, law, caps)[0], -2, 2,
                 xtol=1e-14, rtol=1e-14, maxiter=300)
    return march(top, law, caps)[1]


def base_law(i, v):
    return charge(v)


# Newton from several starts against the marching solution
phi, history = newton(np.zeros(N))
for start in (-2.0, -0.7, 0.5, 2.0):
    assert np.allclose(newton(np.full(N, start))[0], phi, atol=1e-10)
assert np.allclose(shoot(base_law), phi, atol=1e-10)
tops = np.linspace(-1.5, 1.0, 201)
metal_pot = np.array([march(x, base_law, CAPS)[0] for x in tops])
assert np.all(np.diff(metal_pot) / np.diff(tops) >= 1 - 1e-9)

# Electron gas from a sum over k states: density and Helmholtz energy
nodes, weights = np.polynomial.legendre.leggauss(240)
k_max = np.sqrt(2 * MASS_C * 1.5 / HB2_M)
k = 0.5 * k_max * (nodes + 1)
state_weight = DEG * k / (2 * np.pi) * 0.5 * k_max * weights
kinetic = HB2_M * k**2 / (2 * MASS_C)


def gas(eta):
    f = expit((eta - kinetic) / KT)
    minus_ts = KT * (xlogy(f, f) + xlog1py(1 - f, -f))
    return state_weight @ f, state_weight @ (kinetic * f + minus_ts)


ec = BARRIER - phi
n = electrons(phi)
p = holes(phi)
n_sum = np.array([gas(-e)[0] for e in ec])
assert np.allclose(n_sum, n, rtol=1e-9)

# Gauss's law: metal charge from first capacitor, potential from all sheets
s_sum = DONORS + p - n_sum
s_metal = -CAPS[0] * phi[0]
all_s = np.append(s_metal, s_sum)
gauss_error = abs(all_s.sum())
assert gauss_error < 1e-10
place = np.append(0.0, np.cumsum(1 / CAPS))
sheet_pot = -0.5 * np.abs(place[:, None] - place) @ all_s
sheet_pot -= sheet_pot[0]
pot_error = np.max(np.abs(sheet_pot[1:] - phi))
assert pot_error < 1e-9


# Electrochemical potential as the derivative of the total free energy
def free_energy(eta):
    dens, helm = np.array([gas(x) for x in eta]).T
    s = DONORS + p - dens
    disp = -np.cumsum(s[::-1])[::-1]
    total = np.sum(disp**2 / (2 * CAPS)) + np.sum(helm + BARRIER * dens)
    return total, dens


def electrochemical(eta, i, h=1e-4):
    shift = h * np.eye(N)[i]
    f_up, n_up = free_energy(eta + shift)
    f_dn, n_dn = free_energy(eta - shift)
    return (f_up - f_dn) / (n_up[i] - n_dn[i])


mu = np.array([electrochemical(-ec, i) for i in range(N)])
assert np.max(np.abs(mu)) < 1e-5
disturbed = electrochemical(-ec + 0.010 * np.eye(N)[0], 0)
assert disturbed > 5e-3

# Screening claim: fewer states per energy give layer 1 a smaller share
share = n[0] / n.sum()
phi_low = shoot(lambda i, v: charge(v, scale=0.1))
n_low = electrons(phi_low, scale=0.1)
share_low = n_low[0] / n_low.sum()
assert share_low < share

# Effects left out of the model, each followed by a new solution
variants = []


def record(name, law, caps=CAPS):
    pot = shoot(law, caps)
    dens = np.array([DONORS - law(i, pot[i]) for i in range(N)])
    variants.append((name, dens[0], dens.sum()))


kt_hot = sc.k * 400.0 / sc.e
record("400 K", lambda i, v: charge(v, kt=kt_hot))
record("offset -0.20 eV", lambda i, v: charge(v, barrier=-0.20))
near = DIST.copy()
near[0] -= 0.05
record("metal gap 0.45 nm", base_law, EPS / (E_OVER_EPS0 * near))
# zero-temperature exchange at the Fermi wavevector, no metal screening
eps_plane = 15.0
k_fermi = np.sqrt(4 * np.pi * n[0] / DEG)
exchange = (2 / np.pi * E_OVER_EPS0 / (4 * np.pi) * k_fermi
            / np.sqrt(eps_plane * EPS[1]))
record("exchange, layer 1",
       lambda i, v: charge(v, barrier=BARRIER - exchange * (i == 0)))
# six spin-degenerate satellite valleys
VALLEY_UP, VALLEY_MASS = 0.10, 0.6
g_sat = 12 * VALLEY_MASS / (2 * np.pi * HB2_M)
record("satellite valleys", lambda i, v: charge(v) - g_sat * KT
       * np.logaddexp(0, -(BARRIER + VALLEY_UP - v) / KT))
# Lorentzian broadening of layer 1, conduction tail cut off at midgap
x_grid = np.linspace(-GAP / 2, 1.5, 4501)
x_weight = np.full(x_grid.size, x_grid[1] - x_grid[0])
x_weight[[0, -1]] /= 2


def broad_law(width):
    spectrum = G_C * (0.5 + np.arctan(2 * x_grid / width) / np.pi)

    def law(i, v):
        if i > 0:
            return charge(v)
        filled = expit(-(BARRIER - v + x_grid) / KT)
        return DONORS + holes(v) - np.sum(x_weight * spectrum * filled)
    return law


assert np.allclose(shoot(broad_law(1e-5)), phi, atol=1e-3)
WIDTH = 0.010
record("broadening, layer 1", broad_law(WIDTH))


# Interlayer hopping: layer weights of the coupled subbands
def hopping_electrons(v, hop):
    chain = np.eye(N, k=1) + np.eye(N, k=-1)
    level, vec = np.linalg.eigh(np.diag(BARRIER - v) - hop * chain)
    return vec**2 @ (G_C * KT * np.logaddexp(0, -level / KT))


def hopping_solution(hop):
    def residual(v):
        return K @ v - DONORS - holes(v) + hopping_electrons(v, hop)
    v = root(residual, phi, tol=1e-12).x
    assert np.max(np.abs(residual(v))) < 1e-9
    return v


assert np.allclose(hopping_solution(0.0), phi, atol=1e-8)
HOP = 0.020
n_hop = hopping_electrons(hopping_solution(HOP), HOP)
variants.append(("interlayer hopping", n_hop[0], n_hop.sum()))

field = -np.diff(np.append(0.0, phi)) / DIST * 10     # MV/cm
open_gap = ec.min() - (ec - GAP).max()

print(f"T = {TEMP:.0f} K, kT = {KT:.6f} eV")
print(f"offset = {BARRIER:.2f} eV, band gap = {GAP:.2f} eV")
print(f"donors per layer = {DONORS*TO_12:.2f} e12/cm2")
print(f"masses: electron {MASS_C}, hole {MASS_V} m0; degeneracy {DEG}")
print(f"distances: metal gap {DIST[0]:.2f}, layers {DIST[1]:.2f} nm")
print(f"relative permittivity: metal gap {EPS[0]}, layers {EPS[1]}")
print(f"DOS: electron {G_C*TO_12:.2f}, hole {G_V*TO_12:.2f} e12/(eV cm2)")
print(f"C metal gap = {CAPS[0]*TO_MICRO:.4f} uF/cm2")
print(f"C interlayer = {CAPS[1]*TO_MICRO:.4f} uF/cm2")
print("Newton: step, phi1 (V), residual (e/nm2), step fraction")
for j, (v1, size, frac) in enumerate(history[:12]):
    print(f"  {j:2d} {v1:+.8f} {size:.3e} {frac:.4f}")
print(f"Newton steps used = {len(history)-1}")
print("layer: phi (V), Ec (eV), n (e12/cm2), net charge (uC/cm2)")
for i in range(N):
    print(f"  {i+1} {phi[i]:+.6f} {ec[i]:+.6f} {n[i]*TO_12:.5f}"
          f" {(DONORS+p[i]-n[i])*TO_MICRO:+.6f}")
print("layer: quantum C (uF/cm2), field below (MV/cm), mu (eV)")
for i in range(N):
    print(f"  {i+1} {quantum_cap(phi)[i]*TO_MICRO:.4f}"
          f" {field[i]:.4f} {mu[i]:+.1e}")
print(f"metal charge = {s_metal*TO_MICRO:+.6f} uC/cm2")
print(f"sum of layer charges = {s_sum.sum()*TO_MICRO:+.6f} uC/cm2")
print(f"total electrons = {n.sum()*TO_12:.5f} e12/cm2")
print(f"largest hole density = {p.max()*1e14:.2e} /cm2")
print(f"Gauss error = {gauss_error:.1e} e/nm2")
print(f"sheet-superposition error = {pot_error:.1e} V")
print(f"mu1 after raising eta1 by 0.010 eV = {disturbed:.5f} eV")
print(f"layer-1 share = {100*share:.2f} %, DOS/10: {100*share_low:.2f} %")
print(f"lowest Ec minus highest Ev = {open_gap:.4f} eV")
print(f"exchange shift = {exchange:.4f} eV (in-plane eps {eps_plane})")
print(f"valleys: +{VALLEY_UP:.2f} eV, mass {VALLEY_MASS} m0, degeneracy 12")
print(f"broadening = {WIDTH:.3f} eV, hopping = {HOP:.3f} eV")
print("neglected effect: n1, total n (e12/cm2), change of n1 (%)")
for name, first, total in variants:
    print(f"  {name}: {first*TO_12:.3f}, {total*TO_12:.3f},"
          f" {100*(first/n[0]-1):+.1f}")
print("all tests passed")
```

Output:

```
T = 300 K, kT = 0.025852 eV
offset = -0.30 eV, band gap = 1.50 eV
donors per layer = 0.20 e12/cm2
masses: electron 0.5, hole 0.6 m0; degeneracy 4
distances: metal gap 0.50, layers 0.65 nm
relative permittivity: metal gap 2.0, layers 6.0
DOS: electron 417.73, hole 501.28 e12/(eV cm2)
C metal gap = 3.5417 uF/cm2
C interlayer = 8.1731 uF/cm2
Newton: step, phi1 (V), residual (e/nm2), step fraction
   0 +0.00000000 2.798e+00 0.0000
   1 -0.28589463 1.543e-01 1.0000
   2 -0.30518383 4.416e-02 1.0000
   3 -0.31113609 1.223e-02 1.0000
   4 -0.31278530 2.382e-03 1.0000
   5 -0.31312287 1.545e-04 1.0000
   6 -0.31314460 7.516e-07 1.0000
   7 -0.31314471 1.791e-11 1.0000
   8 -0.31314471 9.381e-17 1.0000
Newton steps used = 8
layer: phi (V), Ec (eV), n (e12/cm2), net charge (uC/cm2)
  1 -0.313145 +0.013145 5.08525 -0.782703
  2 -0.353075 +0.053075 1.30403 -0.176885
  3 -0.371363 +0.071363 0.66246 -0.074094
  4 -0.380585 +0.080585 0.46792 -0.042926
  5 -0.384556 +0.084556 0.40253 -0.032449
layer: quantum C (uF/cm2), field below (MV/cm), mu (eV)
  1 25.1351 6.2629 +9.4e-07
  2 7.6128 0.6143 +6.4e-07
  3 3.9822 0.2814 +5.0e-07
  4 2.8380 0.1419 +4.6e-07
  5 2.4488 0.0611 +4.8e-07
metal charge = +1.109057 uC/cm2
sum of layer charges = -1.109057 uC/cm2
total electrons = 7.92219 e12/cm2
largest hole density = 2.16e-11 /cm2
Gauss error = 5.5e-17 e/nm2
sheet-superposition error = 1.7e-16 V
mu1 after raising eta1 by 0.010 eV = 0.08977 eV
layer-1 share = 64.19 %, DOS/10: 48.72 %
lowest Ec minus highest Ev = 1.4286 eV
exchange shift = 0.0386 eV (in-plane eps 15.0)
valleys: +0.10 eV, mass 0.6 m0, degeneracy 12
broadening = 0.010 eV, hopping = 0.020 eV
neglected effect: n1, total n (e12/cm2), change of n1 (%)
  400 K: 5.064, 8.290, -0.4
  offset -0.20 eV: 3.479, 5.974, -31.6
  metal gap 0.45 nm: 5.662, 8.605, +11.3
  exchange, layer 1: 6.577, 8.586, +29.3
  satellite valleys: 5.152, 7.977, +1.3
  broadening, layer 1: 5.676, 8.178, +11.6
  interlayer hopping: 4.927, 8.029, -3.1
all tests passed
```
